# 1s Binding of Muonic Lead from X2C with a Finite Nucleus: test program

```python
# Result under test: X2C with the muon mass gives a 1s binding of muonic lead
# of about 21 MeV for a point nucleus and about 10.5 MeV for a charged sphere.
# Atomic units inside: hbar = e = electron mass = 1; c = speed of light;
# mass = mass of the bound particle; Z = nuclear charge; radius = sphere radius.
# S, T, V = overlap, kinetic, potential matrices; W = (sigma.p) V (sigma.p).
# X couples small to large components; energies exclude the rest energy.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh, block_diag
from scipy.optimize import brentq
from scipy.special import gamma, gammainc, gammaincc, erf

pc = const.physical_constants
c = 1.0 / const.fine_structure
EV = pc['Hartree energy in eV'][0]
ANG = pc['Bohr radius'][0] * 1e10
MU = pc['muon-electron mass ratio'][0]
Z = 82
RMS_ANG = 5.5e-5
rms = RMS_ANG / ANG
R = np.sqrt(5.0 / 3.0) * rms


def inner_moment(k, p, rad):
    """Integral of r^(2k) exp(-p r^2) from 0 to rad."""
    return 0.5 * p**(-k - 0.5) * gamma(k + 0.5) * gammainc(k + 0.5, p * rad**2)


def potential_moment(k, p, rad):
    """Integral of r^(2k) V(r) exp(-p r^2); rad = 0 is a point nucleus."""
    outside = -Z * 0.5 * p**(-float(k)) * gamma(k) * gammaincc(k, p * rad**2)
    if rad == 0:
        return outside
    inside = 3 * inner_moment(k, p, rad) - inner_moment(k + 1, p, rad) / rad**2
    return outside - Z / (2 * rad) * inside


def sym_power(matrix, power):
    values, vectors = eigh(matrix)
    return (vectors * values**power) @ vectors.T


def run_x2c(mass, rad, nfun, probe=R, ratio=2.0):
    """1s X2C data in s Gaussians; probe = radius for the interior probability."""
    z = 20.0 * mass**2 * ratio**np.arange(nfun)
    p = z[:, None] + z[None, :]
    norm = (np.sqrt(np.pi) / 4 * (2 * z)**-1.5)**-0.5
    nn = np.outer(norm, norm)
    grad = 4 * np.outer(z, z) * nn
    S = nn * np.sqrt(np.pi) / 4 * p**-1.5
    T = grad * 3 * np.sqrt(np.pi) / 8 * p**-2.5 / (2 * mass)
    V = nn * potential_moment(1, p, rad)
    W = grad * potential_moment(2, p, rad)
    k4 = 4 * mass**2 * c**2
    dirac = np.block([[V, T], [T, W / k4 - T]])
    metric = block_diag(S, T / (2 * mass * c**2))
    e4, C = eigh(dirac, metric)
    large, small = C[:nfun, nfun:], C[nfun:, nfun:]
    X = np.linalg.solve(large.T, small.T).T
    L = V + T @ X + X.T @ T - X.T @ T @ X + X.T @ W @ X / k4
    St = S + X.T @ T @ X / (2 * mass * c**2)
    Sm, Sp = sym_power(S, -0.5), sym_power(S, 0.5)
    mid = Sm @ St @ Sm
    renorm = Sm @ sym_power((mid + mid.T) / 2, -0.5) @ Sp
    h = renorm.T @ L @ renorm
    e2, vec = eigh((h + h.T) / 2, S)
    v = vec[:, 0]
    A = renorm @ v
    B = X @ A
    S_in = nn * inner_moment(1, p, probe)
    P_in = grad * inner_moment(2, p, probe) / k4
    return dict(E=e2[0], levels=e2[:3], dirac=e4[nfun:nfun + 3],
                nonrel=eigh(T + V, S, eigvals_only=True)[0],
                small=B @ T @ B / (2 * mass * c**2),
                inside=A @ S_in @ A + B @ P_in @ B, naive=v @ S_in @ v)


def v_sphere(r):
    return -Z * (3 - (r / R)**2) / (2 * R) if r < R else -Z / r


xi = 1.5 / rms**2


def v_gauss(r):
    return -Z * erf(np.sqrt(xi) * r) / r


def shoot(mass, potential, low, high):
    """Radial Dirac 1s by matching at R; low, high = energy bracket / (m c^2)."""
    rest = mass * c**2

    def branches(e):
        E = e * rest

        def rhs(x, y):
            P, Q, _ = y
            d = E - potential(x * R)
            return [P / x + R * (d + 2 * rest) / c * Q,
                    -Q / x - R * d / c * P, P * P + Q * Q]
        x0 = 1e-4
        q0 = -(E - potential(x0 * R)) * R * x0**2 / (3 * c)
        lam = np.sqrt(-E * (E + 2 * rest)) / c
        far = 1 + 25 / (lam * R)
        opts = dict(method='DOP853', rtol=1e-10, atol=1e-13)
        out = solve_ivp(rhs, (x0, 1), [x0, q0, 0], **opts).y[:, -1]
        start = [1, -lam * c / (E + 2 * rest), 0]
        inn = solve_ivp(rhs, (far, 1), start, **opts).y[:, -1]
        return out, inn

    def mismatch(e):
        o, i = branches(e)
        return (o[0] * i[1] - o[1] * i[0]) / np.hypot(i[0], i[1])
    e = brentq(mismatch, low, high, xtol=1e-12)
    o, i = branches(e)
    n_in, n_out = o[2] / o[0]**2, -i[2] / i[0]**2
    return e * rest, n_in / (n_in + n_out)


# Nuclear potentials and rms radii from the charge densities.
def rho_sphere(s):
    return 3 / (4 * np.pi) if s <= 1 else 0.0


def rho_gauss(s):
    g = xi * R**2
    return (g / np.pi)**1.5 * np.exp(-g * s * s)


for rho, pot, end in ((rho_sphere, v_sphere, 1.0), (rho_gauss, v_gauss, 8.0)):
    for x in (0.3, 0.8):
        enclosed = quad(lambda s: 4 * np.pi * rho(s) * s**2, 0, x)[0]
        outer = quad(lambda s: 4 * np.pi * rho(s) * s, x, end)[0]
        assert np.isclose(-Z / R * (enclosed / x + outer), pot(x * R), rtol=1e-7)
    r2 = quad(lambda s: 4 * np.pi * rho(s) * s**4, 0, end)[0]
    assert np.isclose(R * np.sqrt(r2), rms, rtol=1e-7)

# For s functions the spin-orbit part of W vanishes at every point.
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
point = np.array([0.3, -0.5, 0.7])
grads = []
for zeta in (0.6, 1.7):
    grads.append(np.array([(np.exp(-zeta * np.sum((point + d)**2))
                            - np.exp(-zeta * np.sum((point - d)**2))) / 2e-5
                           for d in 1e-5 * np.eye(3)]))
product = np.tensordot(grads[0], pauli, 1) @ np.tensordot(grads[1], pauli, 1)
assert np.allclose(product, grads[0] @ grads[1] * np.eye(2), atol=1e-8)

# Point nucleus against the analytic Dirac solution.
g = np.sqrt(1 - (Z / c)**2)
B_formula = MU * c**2 * (1 - g)
pt = run_x2c(MU, 0.0, 32)
inside_pt = gammainc(2 * g + 1, 2 * MU * Z * R)
assert np.isclose(-pt['E'], B_formula, rtol=1e-4)
assert np.isclose(pt['small'], (1 - g) / 2, atol=2e-4)
assert np.isclose(pt['inside'], inside_pt, atol=2e-4)
assert np.isclose(-pt['nonrel'], MU * Z**2 / 2, rtol=1e-5)

# Spherical nucleus against direct radial integration.
fin = run_x2c(MU, R, 24)
E_ode, inside_ode = shoot(MU, v_sphere, -0.14, -0.07)
assert np.isclose(fin['E'], E_ode, rtol=1e-5)
assert np.isclose(fin['inside'], inside_ode, atol=1e-4)
for case in (pt, fin):
    assert np.allclose(case['levels'], case['dirac'], rtol=1e-5)
dense = run_x2c(MU, R, 28, ratio=1.8)
assert np.isclose(dense['E'], fin['E'], rtol=1e-5)

# Mass scaling, and the electron in the field of the same nucleus.
scaled = run_x2c(1.0, MU * R, 24, probe=MU * R)
assert np.isclose(MU * scaled['E'], fin['E'], rtol=1e-7)
el = run_x2c(1.0, R, 32)
E_el_ode, _ = shoot(1.0, v_sphere, -0.21, -0.17)
assert np.isclose(el['E'], E_el_ode, rtol=1e-5)
B_el_point = c**2 * (1 - g)
assert 0 < B_el_point + el['E'] < 0.01 * B_el_point

# Parabolic lower bound, charge shape, radius and reduced mass.
depth = 1.5 * Z / R
zero_point = 1.5 * np.sqrt(Z / (MU * R**3))
assert -fin['nonrel'] > depth - zero_point
for x in (1.1, 2.0, 5.0):
    gap = -Z * (3 - x * x) / (2 * R) - v_sphere(x * R)
    assert np.isclose(gap, Z / R * (x - 1)**2 * (x + 2) / (2 * x))
E_gauss, _ = shoot(MU, v_gauss, -0.14, -0.07)
smaller = run_x2c(MU, R * 5.4 / 5.5, 24)
larger = run_x2c(MU, R * 5.6 / 5.5, 24)
assert -smaller['E'] > -fin['E'] > -larger['E']
mass_ratio = pc['muon mass in u'][0] / 208
recoil = run_x2c(MU / (1 + mass_ratio), R, 24)

# The claim of the exercise.
assert abs(B_formula * EV - 21.0e6) < 0.1e6
assert abs(-fin['E'] * EV - 10.5e6) < 0.15e6
assert 0.48 < -fin['E'] / B_formula < 0.52


def show(label, value, unit='', fmt='.5e'):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show('nuclear charge Z', Z, '', 'd')
show('muon mass / electron mass', MU, '', '.4f')
show('speed of light c', c, 'atomic units', '.4f')
show('muon rest energy', MU * c**2 * EV, 'eV')
show('rms charge radius (rough input)', RMS_ANG, 'angstrom', '.2e')
show('sphere radius R', R * ANG, 'angstrom', '.4e')
show('muonic length 1/(mZ)', ANG / (MU * Z), 'angstrom', '.4e')
show('muonic Bohr radius 1/m', ANG / MU, 'angstrom', '.4e')
show('R in muonic Bohr radii', MU * R, '', '.5f')
show('R in ordinary Bohr radii', R, '', '.4e')
show('gamma = sqrt(1-(Z/c)^2)', g, '', '.6f')
show('point binding, analytic Dirac', B_formula * EV, 'eV')
show('point binding, X2C', -pt['E'] * EV, 'eV')
show('sphere binding, X2C', -fin['E'] * EV, 'eV')
show('sphere binding, radial integration', -E_ode * EV, 'eV')
show('point binding, analytic, converted', B_formula * EV / 1e6, 'MeV', '.3f')
show('sphere binding, X2C, converted', -fin['E'] * EV / 1e6, 'MeV', '.3f')
show('ratio sphere/point', -fin['E'] / B_formula, '', '.4f')
show('point binding, nonrelativistic', -pt['nonrel'] * EV, 'eV')
show('sphere binding, nonrelativistic', -fin['nonrel'] * EV, 'eV')
show('relativistic gain, point', (B_formula + pt['nonrel']) * EV, 'eV', '.3e')
show('relativistic gain, sphere', (fin['nonrel'] - fin['E']) * EV, 'eV', '.3e')
show('potential depth at centre', depth * EV, 'eV', '.4e')
show('parabola zero-point energy', zero_point * EV, 'eV', '.4e')
show('nonrelativistic lower bound', (depth - zero_point) * EV, 'eV', '.4e')
show('small-component weight, point', pt['small'], '', '.4f')
show('small-component weight, sphere', fin['small'], '', '.4f')
show('probability inside R, point', pt['inside'], '', '.4f')
show('probability inside R, sphere', fin['inside'], '', '.4f')
show('same by radial integration', inside_ode, '', '.4f')
show('same without picture change', fin['naive'], '', '.4f')
show('binding, Gaussian charge, same rms', -E_gauss * EV, 'eV')
show('binding, sphere, rms 5.4e-5 angstrom', -smaller['E'] * EV, 'eV')
show('binding, sphere, rms 5.6e-5 angstrom', -larger['E'] * EV, 'eV')
show('muon mass / nuclear mass (208 u)', mass_ratio, '', '.3e')
show('binding with reduced mass', -recoil['E'] * EV, 'eV')
show('electron 1s binding, point', B_el_point * EV, 'eV', '.1f')
show('electron 1s binding, sphere, X2C', -el['E'] * EV, 'eV', '.1f')
show('electron finite-nucleus shift', (B_el_point + el['E']) * EV, 'eV', '.0f')
show('muon binding with unscaled R (wrong)', -MU * el['E'] * EV, 'eV')
print('all tests passed')
```

Output:

```
nuclear charge Z: 82
muon mass / electron mass: 206.7683
speed of light c: 137.0360 atomic units
muon rest energy: 1.05658e+08 eV
rms charge radius (rough input): 5.50e-05 angstrom
sphere radius R: 7.1005e-05 angstrom
muonic length 1/(mZ): 3.1211e-05 angstrom
muonic Bohr radius 1/m: 2.5593e-03 angstrom
R in muonic Bohr radii: 0.02774
R in ordinary Bohr radii: 1.3418e-04
gamma = sqrt(1-(Z/c)^2): 0.801210
point binding, analytic Dirac: 2.10038e+07 eV
point binding, X2C: 2.10038e+07 eV
sphere binding, X2C: 1.04836e+07 eV
sphere binding, radial integration: 1.04836e+07 eV
point binding, analytic, converted: 21.004 MeV
sphere binding, X2C, converted: 10.484 MeV
ratio sphere/point: 0.4991
point binding, nonrelativistic: 1.89161e+07 eV
sphere binding, nonrelativistic: 1.04179e+07 eV
relativistic gain, point: 2.088e+06 eV
relativistic gain, sphere: 6.576e+04 eV
potential depth at centre: 2.4944e+07 eV
parabola zero-point energy: 1.6538e+07 eV
nonrelativistic lower bound: 8.4064e+06 eV
small-component weight, point: 0.0994
small-component weight, sphere: 0.0237
probability inside R, point: 0.8833
probability inside R, sphere: 0.4451
same by radial integration: 0.4451
same without picture change: 0.4591
binding, Gaussian charge, same rms: 1.07366e+07 eV
binding, sphere, rms 5.4e-5 angstrom: 1.05840e+07 eV
binding, sphere, rms 5.6e-5 angstrom: 1.03852e+07 eV
muon mass / nuclear mass (208 u): 5.453e-04
binding with reduced mass: 1.04809e+07 eV
electron 1s binding, point: 101581.3 eV
electron 1s binding, sphere, X2C: 101514.1 eV
electron finite-nucleus shift: 67 eV
muon binding with unscaled R (wrong): 2.09899e+07 eV
all tests passed
```
